# The equivalent conductivity of an evacuated spherical pore

## What goes wrong if pores are treated as perfect insulators

An evacuated pore contains nothing that conducts, so it is tempting to give it zero conductivity. In a hot solid this can fail for pores that are not very small, because the pore walls exchange thermal radiation. For the refractory worked out below, at 1400 K with 10 % of its volume in pores of 0.5 mm radius, the insulating-pore model gives 1.286 W/(m K) and the model with radiation gives 1.333 W/(m K). For larger pores the error is one of kind: at a radius of about 3 mm, pores of the same total volume hardly change the heat flow.

The remedy is to assign the pore a conductivity. For a sphere of radius $a$ and wall emissivity $e$ it is

$$k_p = 4e\sigma T^3 a ,$$

where $\sigma$ is the Stefan–Boltzmann constant. The notes derive this value and show in what sense the pore "acts like a solid".

## Assumptions and signs

The surrounding solid is isotropic, with constant conductivity $k_s$, and opaque. The wall is gray (its emissivity $e>0$ is the same at all wavelengths) and diffuse (it emits and reflects equally in all directions). The pore is much larger than the thermal wavelength, so radiation travels along rays. The state is steady.

The wall temperature is $T_w=T+\vartheta$, where $T$ is its mean over the sphere, so $\langle\vartheta\rangle=0$. Angle brackets denote the mean over the wall. The polar angle $\theta$ is measured from the direction of the temperature gradient, the $z$ axis.

Per unit wall area, $J$ is all radiation leaving the wall, emitted and reflected, and $H$ is the radiation arriving. The net heat entering the pore from the wall is $q=J-H$.

## Every wall point sees the whole wall equally

The fraction of diffuse radiation leaving one wall element that lands on another element $dA$, a distance $s$ away, is

$$dF=\frac{\cos\beta_1\cos\beta_2}{\pi s^2}\,dA ,$$

where $\beta_1,\beta_2$ are the angles between the connecting line and the two normals. In a sphere this line is a chord. With the two radii it forms an isosceles triangle, so $\cos\beta_1=\cos\beta_2=s/(2a)$. Hence

$$dF=\frac{s^2}{4a^2}\,\frac{dA}{\pi s^2}=\frac{dA}{4\pi a^2}.$$

The distance has cancelled. Each wall point therefore receives the plain average of what leaves the wall, $H=\langle J\rangle$, and $H$ is the same everywhere.

## The net flux

An opaque gray wall absorbs the fraction $e$ and reflects $1-e$, so

$$J=e\sigma T_w^4+(1-e)H .$$

Take the wall average and use $\langle J\rangle=H$:

$$H=e\langle\sigma T_w^4\rangle+(1-e)H
\quad\Rightarrow\quad H=\langle\sigma T_w^4\rangle .$$

Then

$$q=J-H=e\sigma T_w^4-eH=e\left(\sigma T_w^4-\langle\sigma T_w^4\rangle\right).$$

No small difference has been assumed yet. The arriving radiation does not depend on $e$, which is why the emissivity enters as a simple factor.

For $|\vartheta|\ll T$, $T_w^4\simeq T^4+4T^3\vartheta$. The average of the second term vanishes, and

$$q=h\vartheta,\qquad h=4e\sigma T^3 .$$

The flux at a point depends on the temperature at that point and on the mean, whatever the pattern on the rest of the wall.

## Comparison with a solid sphere

Split the wall temperature into Legendre harmonics, $\vartheta_l\propto P_l(\cos\theta)$. Inside a solid sphere of conductivity $k$, steady conduction obeys Laplace's equation. The solution that stays finite at the centre is $\vartheta_l\,(r/a)^l$. The heat entering the sphere flows towards smaller $r$, so per unit area it is

$$q_l=+k\left.\frac{\partial}{\partial r}\left[\vartheta_l\left(\frac{r}{a}\right)^l\right]\right|_{r=a}=\frac{k\,l}{a}\,\vartheta_l .$$

The pore takes $q_l=h\vartheta_l$. The two agree if

$$k_l=\frac{ha}{l},\qquad l\ge1 .$$

A uniform applied gradient produces $l=1$, for which $k_1=ha=4e\sigma T^3a=k_p$. For $l=0$ both objects take no net heat. The surrounding solid then meets the same boundary condition in both cases, so its temperature and heat flow are the same.

The factor $1/l$ limits the claim. If the applied temperature gradient varies appreciably across the pore, harmonics with $l\ge2$ appear, and no single conductivity describes them all. For $l=2$ the pore behaves like a solid of conductivity $k_p/2$.

## The field around the pore and the porous solid

Outside the pore, write

$$T(r,\theta)=T+\left(Gr+\frac{B}{r^2}\right)\cos\theta .$$

Heat reaching the wall from the solid must enter the pore:

$$k_s\left(G-\frac{2B}{a^3}\right)=h\left(Ga+\frac{B}{a^2}\right)=k_p\left(G+\frac{B}{a^3}\right).$$

Collecting terms gives $(k_s-k_p)G=(2k_s+k_p)B/a^3$, so

$$B=\beta Ga^3,\qquad \beta=\frac{k_s-k_p}{2k_s+k_p}.$$

For a porous solid, take as a model cell one pore with a concentric shell of solid of outer radius $b$, so that the porosity is $\phi=a^3/b^3$. At $r=b$ the temperature deviation is $Gb(1+\beta\phi)\cos\theta$, and the inward flux is $k_sG(1-2\beta\phi)\cos\theta$. A uniform sphere with the same surface temperature has gradient $G_c=G(1+\beta\phi)$. It carries the same flux if its conductivity is

$$k_{\rm cell}=k_s\,\frac{1-2\phi\beta}{1+\phi\beta}.$$

This is a model for well-separated pores. The arrangement of the pores enters at order $\phi^2$, and for a random dispersion at $\phi=0.10$ it can shift the values quoted in these notes by about 0.001 to 0.002 W/(m K). Three cases show what the formula means.

- For $k_p\ll k_s$, $\beta\to\tfrac12$ and $k_{\rm cell}\to k_s(1-\phi)/(1+\phi/2)$, the insulating-pore result.
- For $k_p=k_s$, $\beta=0$ and the pore leaves the field undisturbed. This happens at $a=k_s/h$.
- For $k_p>k_s$, $\beta<0$ and the pores raise the conductivity above that of the solid.

Since $k_p\propto aT^3$, large pores lose their insulating value first, and they lose it quickly on heating.

## The inside is not like a solid

Let the wall temperature be $\vartheta=ga\cos\theta$. A solid sphere would carry the uniform flux $k_pg=hga$ towards $-z$. In the pore, consider the plane that cuts the wall at polar angle $\alpha$. In the steady state, the heat crossing it downwards is what the cap above it supplies:

$$\int_0^{\alpha}hga\cos\theta\;2\pi a^2\sin\theta\,d\theta=hga\,\pi a^2\sin^2\alpha .$$

The section has area $\pi a^2\sin^2\alpha$, so its mean flux is $hga$, as in the solid.

The local flux differs. At the centre, radiation travelling along the unit vector $\mathbf d$ comes from the wall point $-a\mathbf d$, with intensity $J/\pi$. Since $J=H+q$ and $H$ is uniform, only $q=hgz$ contributes, with $z=-ad_z$:

$$\Phi_z=\int d_z\,\frac{hg(-ad_z)}{\pi}\,d\Omega=-\frac{hga}{\pi}\cdot\frac{4\pi}{3}=-\frac43\,hga .$$

An equivalent conductivity based on the flux at the centre would be too large by one third.

## Worked example

As rough illustrative values for a refractory with closed, evacuated pores, take $T=1400$ K, $a=0.50$ mm, $e=0.80$, $k_s=1.50$ W/(m K) and $\phi=0.10$. The mean gradient $G_c$ is 100 K/cm. Then

$$h=4(0.80)\sigma(1400\ {\rm K})^3=497.9\ {\rm W/(m^2\,K)},$$

$$k_p=497.9\times0.50\times10^{-3}=0.249\ {\rm W/(m\,K)},$$

$$\beta=\frac{1.50-0.249}{3.00+0.249}=0.385,$$

$$k_{\rm cell}=1.50\times\frac{1-0.0770}{1+0.0385}=1.333\ {\rm W/(m\,K)}.$$

Insulating pores would give $1.50\times0.90/1.05=1.286$ W/(m K). Radiation thus restores $0.047$ of the $0.214$ W/(m K) that such pores would remove, or 22 %. The pores become thermally invisible at $a=1.50/497.9$ m $=3.01$ mm, with temperature and emissivity held fixed.

As a test, the cell was also solved numerically in two ways: with a pore whose radiation was traced ray by ray, keeping the full $T^4$ law, and with a solid core of conductivity $k_p$. Both gave 1.3331 W/(m K).

## How small must the gradient be?

Suppose the wall temperature is held at $T+D\cos\theta$. With $c=\cos\theta$,

$$T_w^4=T^4+4T^3Dc+6T^2D^2c^2+4TD^3c^3+D^4c^4 .$$

Even powers of $c$ contain no $l=1$ part. Since $c^3=\tfrac35P_1+\tfrac25P_3$, the $l=1$ part is

$$4T^3D\left[1+\frac35\left(\frac DT\right)^2\right]P_1 .$$

Even for $D=0.1\,T$ the dipole flux rises by only 0.6 %. The quadratic term does, however, create an $l=2$ flux of relative order $D/T$.

In the example the wall gradient is $g=G(1+\beta)=G_c(1+\beta)/(1+\beta\phi)$, so $D=ga=5.0\times1.385/1.0385=6.67$ K. The bracket then exceeds one by $1.4\times10^{-5}$. The coupled calculation, in which the wall temperature is free to depart from a pure cosine, gives $1.2\times10^{-5}$. Either is negligible.

## Walls that are not gray or not diffuse

**Emissivity that depends on wavelength.** The balance above holds at each wavelength separately, because no energy changes wavelength on reflection. With black-body intensity $B_\lambda$ and $e_\lambda$ independent of temperature,

$$q=\vartheta\int e_\lambda\,\pi\frac{\partial B_\lambda}{\partial T}\,d\lambda .$$

So $e$ is replaced by the mean of $e_\lambda$ weighted with $\partial B_\lambda/\partial T$. As an illustration, take 0.70 below 4 µm and 0.90 above. At 1400 K the short band has weight 0.840, and the mean is $0.840\times0.70+0.160\times0.90=0.732$.

**Mirror-like reflection.** Keep the emissivity independent of angle, but let the wall reflect specularly. Follow a ray arriving at angle $\beta_1$ to the normal backwards. Its wall contacts lie on a great circle, at successive central angles $\psi=\pi-2\beta_1$. Radiation emitted at the $m$-th contact arrives with weight $e(1-e)^{m-1}$. Averaged over azimuth, the $l=1$ temperature at that contact is $\vartheta\cos m\psi$. The cosine law gives the weight $2\sin\beta_1\cos\beta_1\,d\beta_1$, which becomes $\tfrac12\sin\psi\,d\psi$ with $\psi$ running from 0 to $\pi$. The average is

$$C_m=\frac12\int_0^\pi\sin\psi\cos m\psi\,d\psi=\frac{1+(-1)^m}{2(1-m^2)}\quad(m\ne1),\qquad C_1=0 .$$

The wall absorbs the fraction $e$ of what arrives, so the net flux is $h\vartheta\,[1-\sum_m e(1-e)^{m-1}C_m]$. Odd $m$ drop out, and $k_p$ is multiplied by

$$1+\sum_{m=2,4,\dots}\frac{e(1-e)^{m-1}}{m^2-1}.$$

For $e=0.80$ this is 1.054. For a black wall it is 1, as it must be when nothing is reflected.

## Residual gas and neighbouring pores

**Gas.** At 0.01 Torr of nitrogen the mean free path is roughly 24 mm by a hard-sphere estimate (about 30 mm if taken from the viscosity at 1400 K), so molecules fly from wall to wall. Let them leave diffusely, at the local wall temperature. The view factor is again uniform, so the number flux is the same everywhere, $\Gamma=p/\sqrt{2\pi mk_BT}$, with $m$ now the molecular mass. A crossing molecule carries $2k_BT$ of translational energy and at most another $2k_BT$ if rotation and vibration are both classical. The net flux is then at most $4k_B\Gamma\vartheta$, giving

$$k_{\rm gas}\le\frac{4k_Bap}{\sqrt{2\pi mk_BT}}=4.9\times10^{-4}\ {\rm W/(m\,K)},$$

or 0.20 % of $k_p$. This holds only for evacuated pores. Nitrogen near atmospheric pressure conducts roughly 0.08 W/(m K) at 1400 K, about a third of $k_p$, and in gas-filled pores this must be added to $k_p$.

**Neighbours.** On its axis, at distance $d+x$, a pore adds the temperature $\beta Ga^3/(d+x)^2$. The term in $x^2$ is $3\beta Ga^3x^2/d^4$. At $x=a$, relative to $Ga$, this is an $l=2$ disturbance of $3\beta(a/d)^4$. One pore per cube of side $d$ gives $d=(4\pi/3\phi)^{1/3}a=3.47a$, and the disturbance from one neighbour is 0.8 %. The same neighbour also changes the $l=1$ gradient, by $2\beta(a/d)^3=1.8$ %, but $k_p$ describes that part correctly. In a regular cubic array the $l=2$ terms of opposite neighbours cancel, and the first disturbance is $l=3$, about 0.9 %. For pores spaced about this far apart, the single-conductivity description is therefore reasonable. The higher harmonics grow as pores approach one another. For two touching pores ($d=2a$) on the gradient axis the lowest-order estimate gives 7 %, while a full multipole solution gives 5.5 % for $l=2$, 3.3 % for $l=3$ and 1.8 % for $l=4$. Even then the dipole strength of each pore differs from that of a solid sphere of conductivity $k_p$ by only about 0.1 % in this example.

## The model beside real materials

Real pores often contain gas, as noted above. Another assumption open to doubt in oxide ceramics is opacity, since such solids can transmit part of the near infrared. Let radiation travel a mean distance $L$ in a solid of refractive index $n$. For a slowly varying temperature, the intensity at direction cosine $\mu$ is $S-\mu L\,dS/dz$, with $S=n^2\sigma T^4/\pi$. The flux is

$$2\pi\int_{-1}^{1}\mu\left(S-\mu L\frac{dS}{dz}\right)d\mu=-\frac{4\pi L}{3}\frac{dS}{dz}=-\frac{16}{3}n^2\sigma T^3L\,\frac{dT}{dz}.$$

With the rough values $n=1.6$ and $L=20$ µm, this adds 0.042 W/(m K) to the solid, about 3 % of $k_s$ and as much as the whole effect of pore radiation in the example (0.047 W/(m K)). The term is proportional to $L$: at $L=100$ µm it is 0.21 W/(m K). Once $L$ approaches the pore radius, as it can in clean oxides, the opaque-wall model and the formula for $k_p$ no longer apply. If a measured $k_s$ already includes this part, it must not be added again. The wall is also blurred over a depth of $0.04a$, an effect not calculated here. By comparison, replacing $e=0.80$ by the illustrative 0.732 lowers $k_p$ to 0.228 W/(m K) and $k_{\rm cell}$ by only about 0.3 %. Many oxides emit more weakly than this below 4 µm. With 0.30 in that band the mean emissivity is 0.40, $k_p$ falls to 0.123 W/(m K), $k_{\rm cell}$ drops by 1.7 %, and radiation restores 11 % instead of 22 %.

Very small pores are a different case. For $a=1$ µm, with the same $T$ and $e$, the formula gives $5.0\times10^{-4}$ W/(m K), some 3000 times less than the $k_s$ used here. This is only a ray-optics estimate: the peak thermal wavelength, 2.07 µm, is as large as the pore diameter, so wave effects cannot be neglected. In the 0.5 mm pore the same ratio is 0.002, and ray optics is safe. The numerical output lists the main values used in these notes.

## Table of computed values

```
Temperature: 1400 K
Pore radius: 0.50 mm
Wall emissivity: 0.80
Solid conductivity: 1.50 W/(m K)
Porosity: 0.10
Mean gradient: 100 K/cm
h = 4 e sigma T^3: 497.9 W/(m^2 K)
Pore conductivity k_p, formula: 0.2490 W/(m K)
Pore conductivity, ray-traced T^4 solve: 0.2490 W/(m K)
Relative difference at this gradient: 1.2e-05
Equivalent for l=2 harmonic: 0.1245 W/(m K)
beta: 0.3851
Cell conductivity, true pore: 1.3331 W/(m K)
Cell conductivity, solid core (mesh): 1.3331 W/(m K)
Mesh-doubling shift: 2.4e-08 W/(m K)
Cell conductivity, formula: 1.3331 W/(m K)
Cell conductivity without radiation: 1.2857 W/(m K)
Radius of thermally invisible pore: 3.01 mm
Wall temperature amplitude: 6.67 K
Dipole flux factor at amplitude 0.1 T: 1.00600
Flux at pore centre / (h a g): 1.3333
Mean flux, section z=0 / (h a g): 1.0000
Mean flux, section z=a/2 / (h a g): 1.0000
Specular-wall factor on k_p: 1.0538
Two-band emissivities: 0.70 below, 0.90 above 4.0 um
Weight of short band: 0.8402
Effective two-band emissivity: 0.7320
Residual nitrogen pressure: 0.01 Torr
Gas mean free path (rough): 24 mm
Gas conductivity, upper estimate: 4.90e-04 W/(m K)
Gas / radiation: 0.20 %
Solid refractive index (rough): 1.6
Absorption length in solid (rough): 20 um
Absorption length / pore radius: 0.040
Radiative conductivity inside solid: 0.0425 W/(m K)
Pore spacing, cubic estimate: 3.47 radii
Neighbour quadrupole / (G a): 0.79 %
Peak thermal wavelength: 2.07 um
Wavelength / pore diameter: 0.0021
Small pore radius: 1.0 um
Small pore k_p, ray optics: 4.98e-04 W/(m K)
Small pore wavelength / diameter: 1.03
```
